\section*{The coverage front in plug-flow atomic-layer deposition with irreversible adsorption, part 2}

In atomic-layer deposition, a pulse of precursor gas coats the two walls of a long channel, and the film ends in a gradual slope. The question is how wide this edge is and what controls it.

The model assumes plug flow at constant speed $u$ along $x$, with a dilute precursor of number density $n$ that is well mixed across the gap $H$ and does not diffuse along $x$. Each wall has $N$ independent adsorption sites per area, initially empty. A fraction $\theta$ is occupied and $y=1-\theta$ is free; adsorption is irreversible. A bare wall takes up molecules at the speed $s=\beta v/4$, where $\beta$ is the sticking probability and $v=\sqrt{8k_{\mathrm B}T/\pi m}$ the mean thermal speed at temperature $T$ for molecular mass $m$. The loss rate between bare walls is $k=2s/H$, which gives the length $\ell=u/k=2uH/\beta v$ and the scaled depth $z=x/\ell$. The dose $E$ is $s/N$ times the inlet density integrated from 0 to the retarded time $\tau=t-x/u$. The fraction of entering precursor that survives to $x$ is $c$.

The scaled balances are
\begin{equation}
\frac{\partial c}{\partial z}=-c\,y,\qquad \frac{\partial y}{\partial E}=-c\,y .
\label{eq:scaled}
\end{equation}
With $c=1$ at $z=0$ and $y=1$ at $E=0$, their solution is
\begin{equation}
c=\frac{e^E}{e^E+e^z-1},\qquad
y=\frac{e^z}{e^E+e^z-1},\qquad
\theta=1-y=\frac{e^E-1}{e^E+e^z-1}.
\label{eq:solution}
\end{equation}
The coverage can also be written
\begin{equation}
\theta=\frac{1}{1+e^{\,z-z_{\mathrm f}}},\qquad z_{\mathrm f}=\ln(e^E-1).
\label{eq:logistic}
\end{equation}
After a complete pulse $E$ is the same at every $x$, so this is the profile of the finished film, centred at $x_{\mathrm f}=\ell z_{\mathrm f}$. The coverage equals $p$ at
\begin{equation}
z_p=z_{\mathrm f}+\ln\frac{1-p}{p}.
\label{eq:level}
\end{equation}
If the inlet reaches 90\,\% coverage and the channel contains the 10\,\% point, the 10--90\,\% width is
\begin{equation}
\Delta x=\ell\,(z_{0.1}-z_{0.9})=2\ln 9\;\frac uk\approx4.394\,\frac uk .
\label{eq:width}
\end{equation}
At fixed $E$ the slope is
\begin{equation}
\frac{\partial\theta}{\partial z}=-\theta(1-\theta).
\label{eq:slope}
\end{equation}

\subsection{A snapshot while gas is flowing}

Let the inlet density be switched on at $t=0$ and then held at $n_0$. The dose grows linearly,
\begin{equation}
E=r\tau=r\left(t-\frac xu\right),\qquad r=\frac{s\,n_0}{N},
\label{eq:steady}
\end{equation}
where $r$ is the rate at which free sites at the inlet are filled. At one laboratory time $t$ a deeper point has received a smaller dose, because the gas reached it later. When the front is far from the inlet, $e^{-E}\ll1$ in the front region, and $z_{\mathrm f}=E+\ln(1-e^{-E})$ may be replaced by $E$. The exponent in Eq.~\eqref{eq:logistic} becomes
\begin{equation}
z-E=\frac{kx}{u}+\frac{rx}{u}-rt=(1+\gamma)\frac x\ell-rt,
\qquad \gamma=\frac rk=\frac{n_0H}{2N}.
\label{eq:exponent}
\end{equation}
In the last step $s$ cancels between $r=sn_0/N$ and $k=2s/H$. The number $\gamma$ compares the molecules in the filled gap with the sites on its two walls.

The snapshot is again logistic, with $x/\ell$ multiplied by $1+\gamma$. Its width and the speed of its centre, where $z-E=0$, are
\begin{equation}
\Delta x_{\mathrm{snap}}=\frac{2\ln9}{1+\gamma}\,\frac uk,
\qquad
u_{\mathrm f}=\frac{r\ell}{1+\gamma}=\frac{\gamma}{1+\gamma}\,u .
\label{eq:snap}
\end{equation}
The speed also follows from counting. In unit time and per unit breadth, $n_0Hu$ molecules enter. As the front advances by $u_{\mathrm f}$, they must fill $2Nu_{\mathrm f}$ sites and the newly opened gas volume with $n_0Hu_{\mathrm f}$ molecules. Solving $n_0Hu=(2N+n_0H)u_{\mathrm f}$ gives Eq.~\eqref{eq:snap}.

Under a steady feed, and with the front far from the inlet, the edge seen during the feed is thus narrower than the edge of the finished film by the factor $1+\gamma$; for a varying feed the snapshot width changes with time. When the feed stops, precursor already in the channel travels on and brings all points to the same final dose; the edge moves deeper and widens to $2\ln9\,\ell$. For $\gamma\ll1$ the difference vanishes. Precursor pressure enters the snapshot width through $\gamma$, while it is absent from the final width.

\subsection{The breakthrough at a fixed point}

A gas sensor at fixed $x$ sees another width, measured in time. Dividing $c$ in Eq.~\eqref{eq:solution} by $e^E$ gives
\begin{equation}
c=\frac{1}{1+(e^z-1)e^{-E}} .
\label{eq:break}
\end{equation}
The fraction $c=p$ is reached when $e^E=(e^z-1)\,p/(1-p)$. Between $p=0.1$ and $p=0.9$ the dose grows by $2\ln9$, whatever the value of $z$. Under the steady feed \eqref{eq:steady} this takes the time
\begin{equation}
\Delta t=\frac{2\ln9}{r}=2\ln9\,\frac{N}{s\,n_0}.
\label{eq:rise}
\end{equation}
The 10\,\% level must be crossed after the first gas has arrived. At $E=0$ the fraction is $e^{-z}$, so the condition is $e^{-z}\le0.1$, or $z\ge\ln10$. Closer to the inlet more than 10\,\% of the precursor passes at once.

With $n_0$, $s$ and $N$ held fixed, the rise time does not depend on the gas speed, as long as $z\ge\ln10$ still holds at the sensor; a faster gas lowers $z=x/\ell$ there. A faster gas spreads the front over a greater length but also drives it faster, and the two changes cancel: $\Delta x_{\mathrm{snap}}/u_{\mathrm f}=2\ln9/r$.

How adsorption rate and gas speed control the width can now be stated precisely. For the finished film $\Delta x=2\ln9\,u/k$, and the rate $k=\beta v/2H$ contains the gap as well as the sticking probability. If $u$ is halved with the inlet density pulse, gap and surface unchanged, the width is halved as long as diffusion can be left out; slower gas makes axial diffusion more important, and for the example below the ratio with diffusion is about 0.53. The dose $E$ stays the same, so the depth of the front is halved too. If instead $\beta$ is doubled, the width is halved but $E$ doubles, and for large $E$ the front stays at nearly the same depth.

\subsection{How far the result rests on independent sites}

Let the uptake be proportional to a general function $f(\theta)$ in place of $1-\theta$, with $f(0)=1$ and $f>0$ for $\theta<1$. The steps that led to Eq.~\eqref{eq:scaled} did not use the form of this factor, so
\begin{equation}
\frac{\partial c}{\partial z}=-c\,f(\theta),\qquad
\frac{\partial\theta}{\partial E}=c\,f(\theta).
\label{eq:general}
\end{equation}
Define $G(\theta)=\int_0^\theta d\theta'/f(\theta')$. Then $\partial G/\partial E=f^{-1}\partial\theta/\partial E=c$. A $z$ derivative, followed by both parts of Eq.~\eqref{eq:general}, gives
\begin{equation}
\frac{\partial^2G}{\partial E\,\partial z}=\frac{\partial c}{\partial z}
=-\frac{\partial\theta}{\partial E}.
\label{eq:Gmixed}
\end{equation}
Integrate over the dose from zero. The wall is empty at $E=0$, so $\theta$, $G$ and $\partial G/\partial z$ all vanish there, and $\partial G/\partial z=-\theta$. Since $\partial G/\partial z=f^{-1}\partial\theta/\partial z$,
\begin{equation}
\frac{\partial\theta}{\partial z}=-\theta f(\theta),\qquad
\Delta x=\ell\int_{\theta_1}^{\theta_2}\frac{d\theta}{\theta f(\theta)}
\label{eq:law}
\end{equation}
is the distance over which the coverage falls from $\theta_2$ to $\theta_1$. The choice $f=1-\theta$ returns Eq.~\eqref{eq:slope}. For any such site law the width of the finished film is $u/k$ times a number, provided the inlet reaches $\theta_2$. The number depends on the law.

Suppose that a molecule needs two neighbouring free sites to adsorb but fills only one of them, so that the wall balance still counts one site per molecule. Two such sites are both free with probability $(1-\theta)^2$ if occupied sites are randomly arranged, and the uptake is taken to follow this factor. This supposes that adsorbed molecules change places quickly enough to keep the arrangement random. If they stayed where they landed, free sites without a free neighbour would remain for ever, and the wall would not fill completely. Partial fractions give
\begin{equation}
\frac1{\theta(1-\theta)^2}=\frac1\theta+\frac1{1-\theta}+\frac1{(1-\theta)^2},
\label{eq:fractions}
\end{equation}
as multiplication by $\theta(1-\theta)^2$ shows: the right side becomes $(1-2\theta+\theta^2)+(\theta-\theta^2)+\theta=1$. The integral is therefore
\begin{equation}
\int_{\theta_1}^{\theta_2}\frac{d\theta}{\theta(1-\theta)^2}
=\left[\ln\frac{\theta}{1-\theta}+\frac1{1-\theta}\right]_{\theta_1}^{\theta_2}.
\label{eq:two}
\end{equation}
Between 0.1 and 0.9 it equals $4.39+10-1.11=13.28$, which is 3.02 times the value $2\ln9$ for independent sites. The extra width lies mainly on the side of high coverage, where free pairs are rare and uptake is slow. At the inlet, where $c=1$, integration of $\partial\theta/\partial E=(1-\theta)^2$ gives $\theta=E/(1+E)$. A 90\,\% point thus requires $E\ge9$.

\subsection{A worked example}

The parameters are rough typical values for trimethylaluminium in nitrogen, used to grow alumina in a viscous-flow reactor: $T=473$ K, total pressure 2 Torr, peak precursor pressure $p_0=0.05$ Torr, $u=5$ m/s, $H=5$ mm, $\beta=0.004$ and $N=4$ sites per nm$^2$. The molecular mass of 72.09 u gives $v=372.7$ m/s. Then
\begin{align}
s&=\frac{0.004\times372.7\ \mathrm{m/s}}4=0.3727\ \mathrm{m/s},&
k&=\frac{2\times0.3727\ \mathrm{m/s}}{0.005\ \mathrm m}=149.1\ \mathrm{s^{-1}},
\label{eq:exrate}\\
\ell&=\frac{5\ \mathrm{m/s}}{149.1\ \mathrm{s^{-1}}}=3.354\ \mathrm{cm},&
r&=\frac{s}{N}\,\frac{p_0}{k_{\mathrm B}T}=95.1\ \mathrm{s^{-1}} .
\label{eq:exlength}
\end{align}
The inlet density follows $n_0\sin^2(\pi t/t_{\mathrm b})$ for a time $t_{\mathrm b}=120$ ms. The mean of the squared sine over the pulse is one half, so the dose equals that of 60 ms at the peak density:
\begin{equation}
E=95.1\ \mathrm{s^{-1}}\times0.060\ \mathrm s=5.71 .
\label{eq:exdose}
\end{equation}
The inlet coverage is $1-e^{-E}=0.997$, so a 90\,\% point exists. The front of the finished film has
\begin{equation}
x_{\mathrm f}=\ell\ln(e^E-1)=19.1\ \mathrm{cm},\qquad
\Delta x=4.394\times3.354\ \mathrm{cm}=14.7\ \mathrm{cm}.
\label{eq:exfront}
\end{equation}
The coverage is 0.94 at 10 cm, 0.44 at 20 cm and 0.04 at 30 cm. The slope takes up a large part of the coated length, and a picture of a sharp step would be poor here.

If the peak density were instead held steady, $\gamma=95.1/149.1=0.638$. The gas in the gap would then hold almost two thirds as many molecules as there are sites beside it. Far from the inlet, Eq.~\eqref{eq:snap} gives a snapshot width of $14.7/1.638=9.0$ cm and a front speed of 1.95 m/s. The gas at a fixed point would rise from 10 to 90\,\% in $4.394/95.1\ \mathrm{s^{-1}}=46$ ms. A width taken during the feed is in this case far from that of the finished film.

\subsection{Transport effects left out}

Diffusion has two roles. Along the channel it blurs the gas profile; across the gap it must bring molecules to the walls. Hard-sphere kinetic theory gives the diffusivity
\begin{equation}
D=\frac{3}{8n_{\mathrm t}d^2}\sqrt{\frac{k_{\mathrm B}T}{2\pi m_{\mathrm r}}},
\label{eq:D}
\end{equation}
with $n_{\mathrm t}$ the total gas density, $m_{\mathrm r}$ the reduced mass of the pair and $d$ their mean diameter. The rough value $d=0.5$ nm gives $D=65$ cm$^2$/s. Two ratios show when diffusion matters. Axial diffusion is weak if $D/(u\ell)\ll1$, since this compares diffusive with convective transport over the length $\ell$. The gap is well mixed if $sH/(2D)\ll1$, since this compares uptake with diffusion over half the gap. Here the ratios are about 0.04 and 0.14.

Their effect on the finished film was computed with a finite-volume method. It used 480 cells along a 60 cm channel, time steps of 0.2 ms, and the same pulse, followed by 150 ms without feed. With axial diffusion alone the width is 15.0 cm, which is 1.9\,\% above Eq.~\eqref{eq:width}. A two-dimensional calculation adds diffusion across the gap and a parabolic velocity profile with the same mean speed. It gives 15.5 cm with four cells across half the gap and 15.6 cm with eight, at the same time step. The increase over the plug-flow value is about 5.5\,\%; the last digit is not settled at this resolution and is uncertain by about 0.2.

Both ratios grow with sticking. At fixed speed and gap, $D/(u\ell)=Dk/u^2$ is proportional to $\beta$, and so is $sH/(2D)$. For $\beta=0.04$ they would be about 0.4 and 1.4. The gas would no longer be mixed across the gap, and Eq.~\eqref{eq:width} could not be relied on.

The flow speed is not quite constant either. For viscous flow between plates the pressure falls by $12\mu ux_{\mathrm f}/H^2$ between the inlet and the front. Hard-sphere theory with a nitrogen diameter of 0.375 nm gives the viscosity $\mu=22$ $\mu$Pa\,s, and the fall is 3.8\,\% of the total pressure. This estimate is somewhat low for nitrogen at 473 K; a value near 25 $\mu$Pa\,s would make the fall about 4.3\,\%. At constant mass flow and temperature the speed rises by about the same fraction, and $\ell$ with it, because $k=\beta v/2H$ does not contain the pressure. The expansion also dilutes the precursor, so the width grows somewhat less, by about 3\,\%. The precursor makes up at most 2.5\,\% of the gas, so its removal changes the flow by an amount of that order. The mean free path, estimated as $3D/v$, is 1\,\% of the gap, which supports the use of viscous flow and ordinary diffusion.

\subsection{The model beside a real reactor}

Pressures of the order of a Torr, temperatures near 200\,$^\circ$C and a few adsorbed molecules per nm$^2$ are ordinary for this process. The sticking probability is the least certain input. Values from roughly $10^{-3}$ to $10^{-2}$ are reasonable for a model of this kind, and since $\Delta x\propto1/\beta$ they would change the width from 59 cm to 5.9 cm at the same gas speed, gap and temperature, if the dose and the channel length suffice. The pulse of the example would not suffice at the lower end: $E$ is proportional to $\beta$ and would be 1.4 for $\beta=10^{-3}$, so that the inlet would reach only 76\,\% coverage. These widths are plug-flow values. The transport corrections grow with $\beta$: at $\beta=10^{-2}$ diffusion along and across the gap raises the width from 5.9 cm to about 6.7 cm, or 13\,\%. They remain small beside the tenfold range that comes from the uncertainty in $\beta$.

Real surfaces also break the assumption of identical, independent sites. Sites differ in reactivity, and adsorbed molecules can hinder their neighbours. The two-site law shows how much this could matter. The dose of the example gives it an inlet coverage of $5.71/6.71=0.85$, so the 10--90\,\% width does not exist. The distance between 70 and 30\,\% coverage does: by Eq.~\eqref{eq:two} it is 12.1 cm, against $2\ln(7/3)\,\ell=5.7$ cm for independent sites. This is a measure of sensitivity, and it does not say which law trimethylaluminium obeys.

These points bear on the use of a measured film edge to find the sticking probability. Solving Eq.~\eqref{eq:width} for $\beta$, with $\ell=2uH/\beta v$, gives
\begin{equation}
\beta=\frac{4\ln9\;uH}{v\,\Delta x}.
\label{eq:beta}
\end{equation}
The film thickness must be proportional to the coverage, which requires that the second reactant completes its own step everywhere. Desorption must be negligible during the pulse and the purge. The flow must satisfy the two conditions on diffusion, and the shape of the edge should be logistic. The last condition is useful because it can be examined in the same data: by Eq.~\eqref{eq:level}, $\ln[(1-\theta)/\theta]$ plotted against $x$ is a straight line of slope $1/\ell$ for independent sites. A curved plot means that some assumption fails, and then the width alone does not determine $\beta$. A plot that looks straight does not exclude a bias from diffusion: in the example the profile with diffusion departs from a fitted logistic curve by only about 0.005 in coverage, while Eq.~\eqref{eq:beta} gives a $\beta$ about 5\,\% too low.
